# Does a T-odd triple product signal time-reversal violation?

## Question

A weak external source produces a virtual photon at rest with real linear polarization $\boldsymbol\epsilon$, and the photon turns into a pair $\mu^-(\mathbf p)\,\mu^+(-\mathbf p)$. I look at the polarization vector $\boldsymbol\zeta$ of the $\mu^-$ in its rest frame, through the correlation

$$K=(\boldsymbol\epsilon\cdot\hat{\mathbf p})\;\boldsymbol\zeta\cdot(\boldsymbol\epsilon\times\hat{\mathbf p}).$$

Time reversal flips $\mathbf p$ and $\boldsymbol\zeta$. Since $K$ contains two momenta and one spin, it changes sign. I concluded that a nonzero average of $K$ would prove time-reversal violation. The tree amplitude of QED gives zero, which seemed to confirm this. A colleague claims that the one-loop amplitude gives a nonzero value, although QED is T-invariant. Who is right, and where is the error?

## Answer

Your colleague is right. The tree-level zero needs a second ingredient besides T invariance, namely hermiticity of the transition matrix, and that fails at the next order.

### What T invariance does and does not say

Let a tilde denote a state with all momenta and spins reversed. Time reversal also exchanges the initial and final states. With $S=1+iT$ and suitable state phases, T invariance therefore says

$$T_{\tilde f\tilde i}=T_{if},$$

where $T_{fi}$ is the amplitude for $i\to f$. Your argument compares $i\to f$ with $\tilde i\to\tilde f$, so it needs $|T_{fi}|=|T_{if}|$. That is a separate statement about a process and its inverse.

Unitarity, $(1-iT^\dagger)(1+iT)=1$, gives $T-T^\dagger=iT^\dagger T$, or

$$T_{if}^*=T_{fi}-i(T^\dagger T)_{fi}.$$

Taking the squared modulus and using T invariance,

$$|T_{fi}|^2-|T_{\tilde f\tilde i}|^2=-2\,\mathrm{Im}\!\left[T_{fi}^*(T^\dagger T)_{fi}\right]-|(T^\dagger T)_{fi}|^2 .$$

If $T$ is of order $g$, rates are of order $g^2$ but the right-hand side starts at $g^3$. At lowest order $T$ is hermitian and a T-odd correlation vanishes. Beyond it, the product $T^\dagger T$, which describes real intermediate states that rescatter into $f$, can produce one. If the interaction violates T, the first equation fails and the difference can appear already at order $g^2$. Random unitary models in the numerical check show these two powers, 3 and 2.

In your process the source enters once, and a linearly polarized photon at rest is its own reversed state up to a phase. The T-odd term can thus appear at relative order $\alpha$. I now compute it.

### The tree amplitude has no relative phase

I use $\hbar=c=1$, metric $(+,-,-,-)$ and $e^2=4\pi\alpha$, and drop the source strength. Let $q=p_1+p_2$, $s=q^2$, $E=\sqrt s/2=\gamma m$, $p=|\mathbf p|=\beta E$ and $\cos\theta=\boldsymbol\epsilon\cdot\hat{\mathbf p}$. The tree amplitude is $V=\bar u\,\slashed\epsilon\,v$ with $\epsilon=(0,\boldsymbol\epsilon)$. The spinors are

$$u=\begin{pmatrix}\sqrt{E+m}\,\xi\\ \frac{\boldsymbol\sigma\cdot\mathbf p}{\sqrt{E+m}}\,\xi\end{pmatrix},\qquad v=\begin{pmatrix}-\frac{\boldsymbol\sigma\cdot\mathbf p}{\sqrt{E+m}}\,\eta\\ \sqrt{E+m}\,\eta\end{pmatrix}.$$

Multiplying out,

$$\bar u\gamma^i v=\xi^\dagger\Big[(E+m)\sigma^i-\frac{(\boldsymbol\sigma\cdot\mathbf p)\sigma^i(\boldsymbol\sigma\cdot\mathbf p)}{E+m}\Big]\eta .$$

Since $(\boldsymbol\sigma\cdot\mathbf p)\sigma^i(\boldsymbol\sigma\cdot\mathbf p)=2p^i\boldsymbol\sigma\cdot\mathbf p-p^2\sigma^i$ and $p^2=(E+m)(E-m)$, the bracket equals $2E\sigma^i-2(E-m)\hat p^i\,\boldsymbol\sigma\cdot\hat{\mathbf p}$. Split $\boldsymbol\epsilon=\boldsymbol\epsilon_\perp+\cos\theta\,\hat{\mathbf p}$ and use $\slashed\epsilon=-\boldsymbol\epsilon\cdot\boldsymbol\gamma$:

$$V=-\xi^\dagger(\mathbf a\cdot\boldsymbol\sigma)\eta,\qquad \mathbf a=a_T\boldsymbol\epsilon_\perp+a_L\cos\theta\,\hat{\mathbf p},\qquad a_T=2E,\quad a_L=2m .$$

Summing over the $\mu^+$ spin gives the $\mu^-$ spin matrix

$$(\mathbf a\cdot\boldsymbol\sigma)(\mathbf a^*\cdot\boldsymbol\sigma)=|\mathbf a|^2+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf a^*),$$

so $\boldsymbol\zeta=i\,\mathbf a\times\mathbf a^*/|\mathbf a|^2$. The cross product is $\cos\theta\,(a_Ta_L^*-a_T^*a_L)\,\boldsymbol\epsilon\times\hat{\mathbf p}$, and therefore

$$\boldsymbol\zeta=\frac{2\cos\theta\,\mathrm{Im}(a_T^*a_L)}{|\mathbf a|^2}\,\boldsymbol\epsilon\times\hat{\mathbf p}.$$

At tree level both coefficients are real and $\boldsymbol\zeta=0$. What is needed is a phase of $a_L$ relative to $a_T$; a phase common to both does nothing.

### Rescattering of the pair

Write the amplitude as $M=H+iA$, with $H=(T+T^\dagger)/2$ and $A=T^\dagger T/2$. The part $H$ is hermitian and, by the argument above, gives no T-odd correlation by itself. To first order we need only the interference of $V$ with $iA$.

The relevant intermediate state is an on-shell pair $\mu^-(k_1)\mu^+(k_2)$ that exchanges a photon. The Feynman rules for the one-loop vertex give

$$iM_1=e^2\int\!\frac{d^4k}{(2\pi)^4}\,\frac{N}{(k_1^2-m^2)(k_2^2-m^2)\,t},$$

$$N=\bar u\gamma^\alpha(\slashed k_1+m)\slashed\epsilon(-\slashed k_2+m)\gamma_\alpha v,\qquad t=(p_1-k_1)^2 .$$

Here the three vertices and two fermion propagators supply $i^5=i$, and the photon propagator supplies $-i$. Unitarity puts the pair on shell by replacing each factor $1/(k^2-m^2)$ of the two muon propagators with $-2\pi i\,\delta(k^2-m^2)$ at positive energy. The result is the discontinuity $2iA$:

$$2iA=-ie^2(-2\pi i)^2\!\int\!\frac{d^4k}{(2\pi)^4}\,\delta\,\delta\,\frac Nt
\quad\Rightarrow\quad A=\frac{e^2}{2}\int d\Phi_2\,\frac Nt .$$

Two-body phase space is $d\Phi_2=\frac{\beta}{8\pi}\frac{d\Omega}{4\pi}$. With $x$ the cosine of the angle between $\mathbf k_1$ and $\mathbf p$, $t=-2p^2(1-x)$.

**The numerator.** The identities $\gamma^\alpha\slashed a\slashed b\slashed c\gamma_\alpha=-2\slashed c\slashed b\slashed a$, $\gamma^\alpha\slashed a\slashed b\gamma_\alpha=4a\cdot b$ and $\gamma^\alpha\slashed a\gamma_\alpha=-2\slashed a$ give

$$N=\bar u\left[2\slashed k_2\slashed\epsilon\slashed k_1+8m\,\kappa\cdot\epsilon-2m^2\slashed\epsilon\right]v,$$

where $k_{1,2}=q/2\pm\kappa$. Likewise let $p_{1,2}=q/2\pm r$, and define $S=(r\cdot\epsilon)\,\bar uv$. Then

$$\slashed k_2\slashed\epsilon\slashed k_1=\tfrac14\slashed q\slashed\epsilon\slashed q+\tfrac12(\slashed q\slashed\epsilon\slashed\kappa-\slashed\kappa\slashed\epsilon\slashed q)-\slashed\kappa\slashed\epsilon\slashed\kappa .$$

I average each term over the azimuth of $\mathbf k_1$ around $\mathbf p$.

*First term.* Since $q\cdot\epsilon=0$, $\slashed q\slashed\epsilon\slashed q=-s\slashed\epsilon$, which contributes $-\tfrac s4V$.

*Second term.* The average replaces $\kappa$ by $xr$. The Dirac equations $\bar u\slashed p_1=m\bar u$ and $\slashed p_2v=-mv$ give $\slashed rv=(\tfrac12\slashed q+m)v$ and $\bar u\slashed r=\bar u(m-\tfrac12\slashed q)$. Hence

$$\bar u(\slashed q\slashed\epsilon\slashed r-\slashed r\slashed\epsilon\slashed q)v=-sV+m\bar u(\slashed q\slashed\epsilon-\slashed\epsilon\slashed q)v=-sV+2m\,\bar u\slashed q\slashed\epsilon v .$$

Moving $\slashed p_2$ to the right in $\slashed q=\slashed p_1+\slashed p_2$, with $p_2\cdot\epsilon=-r\cdot\epsilon$, gives $\bar u\slashed q\slashed\epsilon v=2mV-2S$. Because $s-4m^2=4p^2$, the difference is $-4p^2V-4mS$, and the second term contributes $-2xp^2V-2xmS$.

*Third term.* Since $\kappa^2=-p^2$, $\slashed\kappa\slashed\epsilon\slashed\kappa=2(\kappa\cdot\epsilon)\slashed\kappa+p^2\slashed\epsilon$. The azimuthal average is

$$\langle k^ik^j\rangle=p^2\left[\tfrac{1-x^2}{2}\delta^{ij}+\tfrac{3x^2-1}{2}\hat p^i\hat p^j\right].$$

With $\bar u\slashed rv=\tfrac12\bar u(\slashed p_1-\slashed p_2)v=m\bar uv$, this gives

$$\bar u\slashed\kappa\slashed\epsilon\slashed\kappa v\to-p^2(1-x^2)V+m(3x^2-1)S+p^2V=x^2p^2V+m(3x^2-1)S .$$

Collecting everything, including $8m\,\kappa\cdot\epsilon\,\bar uv\to8mxS$,

$$N\to-V\left[\tfrac s2+2m^2+4xp^2+2x^2p^2\right]+2mS(1-x)(1+3x).$$

**The common phase.** The $V$ term does not vanish at $x=1$, so its integral diverges logarithmically. A small photon mass $\mu$ replaces $1-x$ in $t$ by $1-x+\mu^2/(2p^2)$. The contribution to $A$ is $\varphi V$ with $\varphi$ real. At $x=1$ the bracket is $2s-4m^2=s(1+\beta^2)$, so the divergent part is

$$\frac{e^2\beta}{32\pi}\,\frac{s(1+\beta^2)}{2p^2}\ln\frac{1}{\mu^2}=\frac{\alpha(1+\beta^2)}{4\beta}\ln\frac{1}{\mu^2},$$

up to a constant fixing the units of $\mu$; I used $p^2=s\beta^2/4$. This is the long-range Coulomb phase. Both parts of $\mathbf a$ receive it, so it cancels in $\boldsymbol\zeta$.

**The relative phase.** In the $S$ term the factor $1-x$ cancels the photon pole:

$$A_S=\frac{e^2}{2}\frac{\beta}{8\pi}\frac12\int_{-1}^{1}\!dx\,\frac{2m(1+3x)}{-2p^2}\,S=-\frac{\alpha\beta m}{4p^2}\,S .$$

From the spinors, $\bar uv=-2\xi^\dagger\boldsymbol\sigma\cdot\mathbf p\,\eta$. Also $r\cdot\epsilon=-p\cos\theta$, so $S=2p^2\cos\theta\,\xi^\dagger(\boldsymbol\sigma\cdot\hat{\mathbf p})\eta$, which is purely longitudinal. Adding $iA$ to the tree amplitude gives, to first order,

$$a_T=2E(1+i\varphi),\qquad a_L=2m\left(1+i\varphi+i\frac{\alpha\beta}{4}\right).$$

The longitudinal amplitude leads the transverse one by $\delta=\alpha\beta/4$.

### The triple product

Now $\mathrm{Im}(a_T^*a_L)=4Em\,\delta$ and $|\mathbf a|^2=4E^2\sin^2\theta+4m^2\cos^2\theta$. Therefore

$$\boxed{\boldsymbol\zeta=\frac{\alpha\beta\gamma\cos\theta}{2(\gamma^2\sin^2\theta+\cos^2\theta)}\;\boldsymbol\epsilon\times\hat{\mathbf p}}$$

to first order in $\alpha$. Your $K$ is nonzero although T invariance was never broken. It equals $\alpha\beta\gamma\sin^2\theta\cos^2\theta/[2(\gamma^2\sin^2\theta+\cos^2\theta)]$, which is never negative, so it survives averaging over directions. Weighting with the rate $|\mathbf a|^2$ and using the sphere averages $\langle\sin^2\theta\cos^2\theta\rangle=2/15$ and $\langle\gamma^2\sin^2\theta+\cos^2\theta\rangle=(2\gamma^2+1)/3$ gives $\langle K\rangle=\alpha\beta\gamma/[5(2\gamma^2+1)]$, about 0.00029 at a total energy of 300 MeV.

Because $|\boldsymbol\epsilon\times\hat{\mathbf p}|=\sin\theta$, for $\theta<90^\circ$ the magnitude is $\delta\cdot2y/(1+y^2)$ with $y=\gamma\tan\theta$. It peaks at $y=1$, where it equals $\delta=\alpha\beta/4$. There the transverse and longitudinal parts of $\mathbf a$ have equal size, so their interference is strongest. At fixed angle and high energy the polarization falls as $1/\gamma$, since the longitudinal amplitude carries a factor $m/E$.

Near threshold repeated photon exchange changes the production rate at relative order $\pi\alpha/\beta$. The first-order derivation given here is therefore justified only for $\pi\alpha/\beta\ll1$; by itself it does not settle how the polarization behaves closer to threshold.

Other cuts do not alter this order:

- The pair can annihilate into a virtual photon that creates a pair again. After integration over the intermediate directions, the only available vector is $\boldsymbol\epsilon$, so this is proportional to $V$ and adds a common phase. Other particle pairs coupled through one virtual photon do the same.
- A cut through a muon pair and a real photon would require a free on-shell muon to absorb that photon and remain on shell, which energy and momentum conservation forbid.

### Checking the sign and size of the phase

Define $F_2$ by writing the vertex as $(F_1+F_2)\slashed\epsilon-F_2\,(r\cdot\epsilon)/m$. Comparison with $iA_S$ gives

$$\mathrm{Im}F_2=\frac{\alpha\beta m^2}{4p^2}=\frac{\alpha m^2}{s\beta}=\frac{\alpha(1-\beta^2)}{4\beta}.$$

This falls at large $s$, and the one-loop $F_2$ obeys a dispersion relation without subtraction. With $s=4m^2/(1-\beta^2)$, $ds/s=2\beta\,d\beta/(1-\beta^2)$, so

$$F_2(0)=\frac1\pi\int_{4m^2}^{\infty}\frac{ds}{s}\,\mathrm{Im}F_2=\frac1\pi\int_0^1\frac\alpha2\,d\beta=\frac{\alpha}{2\pi}.$$

This is the known leading anomalous magnetic moment, with the right sign. The absorptive part that produces your triple product also determines this familiar T-conserving quantity.

### Numbers at 300 MeV

For $\sqrt s=300$ MeV and $m=105.658$ MeV,

$$\gamma=\frac{300}{2\times105.658}=1.4197,\qquad\beta=\sqrt{1-1/\gamma^2}=0.7098 .$$

Here $\pi\alpha/\beta=0.032$, so the expansion is reasonable. The relative phase is

$$\delta=\frac{0.007297\times0.7098}{4}=0.001295\ \text{rad}.$$

When the photon mass is lowered from 0.151 to 0.0151 MeV, the transverse phase grows from 0.0522 to 0.0700 rad, while the difference between longitudinal and transverse phases stays at 0.001295 rad.

At $\theta=45^\circ$, $\sin\theta\cos\theta=\sin^2\theta=\cos^2\theta=\tfrac12$, and the polarization along the normal $\boldsymbol\epsilon\times\hat{\mathbf p}$ is

$$\zeta_n=\delta\,\frac{2\gamma}{\gamma^2+1}=0.001295\times\frac{2\times1.4197}{1.4197^2+1}=0.00122 .$$

It vanishes at $90^\circ$ and is $-0.00122$ at $135^\circ$, because $\cos\theta$ changes sign. The maximum, 0.13 percent, lies at $35.2^\circ$. The numerical check obtains these values by integrating the cut with explicit Dirac matrices.

### What would test the symmetry

One option is to compare the process with its true inverse, as T invariance demands. Another is to use CP. Parity reverses momenta but not spins, and charge conjugation exchanges the muons. Together they turn $\mu^-(\mathbf p,\boldsymbol\zeta_-)\,\mu^+(-\mathbf p,\boldsymbol\zeta_+)$ into $\mu^-(\mathbf p,\boldsymbol\zeta_+)\,\mu^+(-\mathbf p,\boldsymbol\zeta_-)$, while the photon state returns to itself up to a sign. CP invariance therefore requires $\boldsymbol\zeta_-=\boldsymbol\zeta_+$ at given $\mathbf p$.

The amplitude above satisfies this. Summing over the $\mu^-$ spin gives $|\mathbf a|^2+i\boldsymbol\sigma\cdot(\mathbf a^*\times\mathbf a)$ acting on $\eta$. The $\mu^+$ spin is opposite to that of $\eta$, so $\boldsymbol\zeta_+=i\,\mathbf a\times\mathbf a^*/|\mathbf a|^2=\boldsymbol\zeta_-$. At $45^\circ$ both normal components are 0.00122.

A nonzero difference $\boldsymbol\zeta_--\boldsymbol\zeta_+$ would reveal CP violation, and hence T violation if CPT holds. A difference consistent with zero would be only a weak constraint, even on this vertex: an electric dipole coupling of the muon leaves both polarizations zero at tree level. It produces a difference only through rescattering, suppressed by a further factor of order $\alpha$. That difference lies in the plane of $\boldsymbol\epsilon$ and $\mathbf p$, while its component along $\boldsymbol\epsilon\times\hat{\mathbf p}$ stays zero at this order. A triple product built from the polarization of one muon alone, such as $K$, can serve as evidence only after the rescattering contribution has been calculated and subtracted, or shown to be too small to matter.

## Calculated quantities

```
RANDOM UNITARY MODELS
power of coupling, T-invariant model: 3.000
power of coupling, T-violating model: 2.000
MUON PAIR, INPUTS
total energy: 300.0 MeV
muon mass: 105.6584 MeV
fine-structure constant: 0.00729735
gamma: 1.41967
beta: 0.70981
pi*alpha/beta: 0.03230
TREE LEVEL, theta = 45 degrees
polarization below 1e-13, linear source: True
polarization, circular source (control): 0.9896
RESCATTERING PHASES, theta = 45 degrees
photon mass: 0.15057 MeV
  transverse phase: 0.0521927 rad
  longitudinal phase: 0.0534876 rad
  difference: 0.0012949 rad
photon mass: 0.01506 MeV
  transverse phase: 0.0699921 rad
  longitudinal phase: 0.0712871 rad
  difference: 0.0012949 rad
alpha*beta/4: 0.0012949 rad
Im F2 from the cut: 0.0012752
POLARIZATION ALONG (eps x p)/|eps x p|
angle (deg)   numerical cut    formula
    20         0.0010562     0.0010562
    45         0.0012193     0.0012193
    70         0.0006230     0.0006230
    90         0.0000000     0.0000000
   135        -0.0012193    -0.0012193
mu- normal polarization at 45 deg: 0.0012193
mu+ along the same normal: 0.0012193
angle of the maximum: 35.16 deg
maximum polarization: 0.0012949
maximum polarization: 0.1295 percent
ANOMALOUS MOMENT
dispersion integral of the cut: 0.00116141
alpha/(2 pi): 0.00116141
```
